# Geometric-mean conductivity of a phase-symmetric metal–insulator film in two dimensions

Consider an oxide film in which metallic domains of conductivity $\sigma_m$ coexist with insulating domains of conductivity $\sigma_i$. "Half-metal" here means that half of the area is metallic; it has nothing to do with spin polarization. Both conductivities are finite, positive and isotropic within a domain, and both phases are ohmic. Domains extend through the whole thickness, so the steady current flows in the $xy$ plane, and domain walls add no resistance. Write

$$
s=\sqrt{\sigma_m\sigma_i}.
$$

Equal areas alone do not make the film's conductivity equal to $s$. The property used here to obtain $s$ is a statistical one: exchanging the two phases and turning the film by $90^\circ$ must leave the probability distribution of patterns unchanged. I call this exchange–turn symmetry. It implies a mean metallic fraction of one half, but says more than that.

Take a square sample $0<x<L$, $0<y<L$. Let $I$ be the current per unit film thickness and $V$ the voltage. The conductance per unit thickness is $G=I/V$; for a uniform square it equals the conductivity, because the length and width cancel. $G_x$ denotes $G$ with electrodes on the left and right edges and the other two edges insulated; $G_y$ has electrodes on the top and bottom edges. The equations below have the same form in atomic units, where conductivity is measured in $e^2/(\hbar a_0)$.

Steady conduction obeys

$$
\nabla\cdot\mathbf j=0,\qquad \mathbf E=-\nabla\phi,\qquad \mathbf j=\sigma(x,y)\,\mathbf E .
$$

At a domain wall the normal component of $\mathbf j$ and the tangential component of $\mathbf E$ are continuous. Let $\phi=V$ on the left edge and $\phi=0$ on the right. Then, at any height $y$,

$$
\int_0^L E_x\,dx=V,\qquad \int_0^L j_x\,dy=I ,
$$

the second integral being independent of $x$ by current conservation.

In two dimensions a divergence-free current on a square can be written with a single scalar, the stream function $\psi$:

$$
j_x=\partial_y\psi,\qquad j_y=-\partial_x\psi .
$$

On the insulated top and bottom edges $j_y=0$, so $\partial_x\psi=0$ and $\psi$ is constant along each. Integrating $j_x=\partial_y\psi$ from bottom to top gives $\psi_{\rm top}-\psi_{\rm bottom}=I$.

Now use $\psi/s$ as the potential of a second conduction problem:

$$
\mathbf E'=-\frac{1}{s}\nabla\psi=\frac{1}{s}(j_y,-j_x),\qquad
\mathbf j'=s\,(E_y,-E_x).
$$

The new field is a gradient by construction. The new current is conserved because the old field has no curl:

$$
\nabla\cdot\mathbf j'=s(\partial_xE_y-\partial_yE_x)=0 .
$$

The two are related by a local Ohm's law. Inserting $\mathbf j=\sigma\mathbf E$ in $\mathbf E'$ gives $\mathbf E'=(\sigma/s)(E_y,-E_x)$, so $(E_y,-E_x)=(s/\sigma)\mathbf E'$ and

$$
\mathbf j'=\frac{s^2}{\sigma}\,\mathbf E' .
$$

The wall conditions also survive. Both primed fields are old fields turned by a quarter turn, which interchanges normal and tangential components. Continuity of tangential $\mathbf E$ becomes continuity of normal $\mathbf j'$, and continuity of normal $\mathbf j$ becomes continuity of tangential $\mathbf E'$.

The edges exchange roles. Top and bottom have constant $\psi$, so they are electrodes of the new problem, with voltage

$$
V'=\frac{\psi_{\rm top}-\psi_{\rm bottom}}{s}=\frac{I}{s}.
$$

On the left and right edges the old potential was constant, so $E_y=0$ and $j'_x=sE_y=0$: these edges are now insulated. The top has the higher new potential, and the current flowing downwards is

$$
I'=-\int_0^L j'_y\,dx=s\int_0^L E_x\,dx=sV .
$$

The boundary conditions determine the solution uniquely, because the difference of two solutions would dissipate no power. Therefore $I'/V'$ is the conductance $G_y$ of the conductivity map $s^2/\sigma$, and

$$
G_y[s^2/\sigma]=\frac{sV}{I/s}=\frac{s^2}{G_x[\sigma]},
\qquad
G_x[\sigma]\,G_y[s^2/\sigma]=s^2 .
$$

No randomness has been used. The relation holds for each positive conductivity map, and $s$ could so far be any positive constant. For the smooth, asymmetric map $\sigma=\exp[\sin(5x+1)\cos4y+xy]$ on a unit square, with $s^2=3$, a finite-element solution of both problems on $128\times128$ elements gives $1.000022$ for the product divided by $s^2$.

The choice $s^2=\sigma_m\sigma_i$ gives the map a special meaning in a two-phase film:

$$
\frac{s^2}{\sigma_m}=\sigma_i,\qquad \frac{s^2}{\sigma_i}=\sigma_m .
$$

The second problem is the same pattern with its phases exchanged, measured across the other pair of edges. Call the exchanged map $\tilde\sigma$, and define $u=\ln(G_x[\sigma]/s)$. Duality then reads

$$
\ln\frac{G_y[\tilde\sigma]}{s}=-u .
$$

Measuring $\tilde\sigma$ from top to bottom is equivalent to turning it by $90^\circ$ and measuring from left to right. By exchange–turn symmetry, the turned and exchanged patterns have the same distribution as the original ones. Hence $-u$ has the same distribution as $u$. Since $G$ lies between $\sigma_i$ and $\sigma_m$, the mean of $u$ exists, and it must vanish:

$$
\langle\ln G_x\rangle=\ln\sqrt{\sigma_m\sigma_i}.
$$

This holds for a finite square of any size. It concerns the mean logarithm, not each individual sample. The arithmetic mean is $\langle G_x\rangle=s\langle e^u\rangle=s\langle\cosh u\rangle\ge s$, since the odd part of $e^u$ averages to zero.

To obtain the conductivity of a large film, one more assumption is needed: the film is macroscopically homogeneous, so that $G_x$ approaches one value $\sigma_{\rm eff}$ as the square grows. Then $u$ approaches the constant $c=\ln(\sigma_{\rm eff}/s)$. Its mirror image $-u$ approaches $-c$, but has the same distribution. Thus $c=-c$, so $c=0$ and

$$
\boxed{\sigma_{\rm eff}=\sqrt{\sigma_m\sigma_i}}.
$$

The limit of weak contrast can be reached without duality. Put $\sigma=\sigma_0(1+\delta)$ with $\delta=\pm\epsilon$ in equal areas and $\epsilon\ll1$. Let $\mathbf E_0$ be the applied field and $\mathbf E_1$ the first-order correction, with zero spatial mean. For a Fourier component of wavevector $\mathbf k$, current conservation and the absence of curl give

$$
\mathbf k\cdot(\mathbf E_{1,\mathbf k}+\delta_{\mathbf k}\mathbf E_0)=0,
\qquad
\mathbf E_{1,\mathbf k}=-\frac{\mathbf k(\mathbf k\cdot\mathbf E_0)}{k^2}\,\delta_{\mathbf k}.
$$

The mean current is $\sigma_0(\mathbf E_0+\langle\delta\,\mathbf E_1\rangle)$ to second order. With $\theta$ the angle between $\mathbf k$ and $\mathbf E_0$, its component along $\mathbf E_0$ gives

$$
\frac{\sigma_{\rm eff}}{\sigma_0}
=1-\sum_{\mathbf k}|\delta_{\mathbf k}|^2\cos^2\theta
=1-\frac{\epsilon^2}{2}.
$$

Quarter-turn symmetry of the spectrum makes the weighted average of $\cos^2\theta$ equal to $1/2$, and $\sum_{\mathbf k}|\delta_{\mathbf k}|^2=\langle\delta^2\rangle=\epsilon^2$. The geometric mean is $\sigma_0\sqrt{(1+\epsilon)(1-\epsilon)}=\sigma_0(1-\epsilon^2/2+\cdots)$, in agreement. To this order, equal areas and quarter-turn symmetry suffice; the need for phase symmetry appears at higher order.

Large contrast shows why it is needed. Divide a square into $20\times20$ cells. Fill a central $14\times14$ block with metal and add four single metallic cells, one touching each side of the block at the fourth cell from a corner, placed so that a quarter turn leaves the pattern unchanged. The metal occupies $196+4=200$ of the 400 cells. For $\sigma_m=2000$ S/cm and $\sigma_i=2$ S/cm, finite elements give $G=6.48$ S/cm. With the phases exchanged, $G=618$ S/cm. Neither is near $s=63.25$ S/cm, although their product satisfies duality: divided by $s^2$ it is $1.0115$, $1.0046$ and $1.0018$ on meshes with 40, 80 and 160 elements per side. The last refinement shifts the two conductances by $0.13\%$ and $0.14\%$. Both are approached from above, and the fine-mesh limits are about 6.48 and 617 S/cm. Other positions of the four cells change the values by up to about $4\%$.

These values also apply to infinite films. Reflect the square repeatedly in its edges, continuing the potential oddly about the electrodes (set to zero there in turn, up to an additive constant) and evenly about the insulated edges. The result solves the conduction problem in the mirror-tiled film, whose conductivity is therefore that of the square. It is isotropic, has equal phase areas, and misses the geometric mean by about a factor of ten. Exchanging its phases turns isolated metal into connected metal, so the exchanged film is not statistically equivalent to the original.

The quarter turn matters too. If a film is symmetric under phase exchange but not under rotation, the duality relation gives $\sigma_x\sigma_y=s^2$ for its large-scale principal conductivities along $x$ and $y$. Equal stripes show this directly. Across the stripes resistivities average, and along them conductivities average:

$$
\sigma_\perp=\frac{2\sigma_m\sigma_i}{\sigma_m+\sigma_i}=3.996\ {\rm S/cm},
\qquad
\sigma_\parallel=\frac{\sigma_m+\sigma_i}{2}=1001\ {\rm S/cm}.
$$

Their product is $\sigma_m\sigma_i$, but neither equals $s$.

Duality also determines how the phases share the dissipated power. A quarter turn preserves scalar products, so

$$
\mathbf j'\cdot\mathbf E'=(E_y,-E_x)\cdot(j_y,-j_x)=\mathbf j\cdot\mathbf E
$$

at each point. The insulator's share of the power in the original sample is therefore the metal's share in the exchanged sample. Under exchange–turn symmetry the two mean shares are equal, and each is one half. In a large film with applied field $E_0$ the power density is $\sigma_{\rm eff}E_0^2$. The insulator fills half the area and takes half the power, so

$$
\frac12\sigma_i\langle E^2\rangle_i=\frac12\sigma_{\rm eff}E_0^2,
\qquad
\frac{E_{{\rm rms},i}}{E_0}=\left(\frac{\sigma_m}{\sigma_i}\right)^{1/4},
$$

where $\langle E^2\rangle_i$ is the average over the insulating area.

For a worked case, take the above conductivities, a thickness of 50 nm, domains of 200 nm and a temperature of 340 K. These are rough values in the regime of vanadium dioxide films near their transition. Then

$$
\sigma_{\rm eff}=\sqrt{2000\times2}\ {\rm S/cm}=63.25\ {\rm S/cm},
$$

or $1.375\times10^{-3}$ atomic units. The sheet resistance is the inverse of conductivity times thickness:

$$
R_\square=\frac{1}{(6325\ {\rm S/m})(50\times10^{-9}\ {\rm m})}=3162\ \Omega .
$$

A square device with 48 domains on a side measures $48\times200=9600$ nm. To find how far single devices scatter, let each bond of a square network stand for one domain, metallic or insulating with equal probability. A bond with voltage drop $v$ and current $i$ corresponds to a crossing bond with drop $i/s$ and current $sv$. This interchanges Kirchhoff's node and loop laws and replaces conductance $g=i/v$ by $s^2/g$, so the network has its own form of the duality. With $N$ rows of $N$ bonds between the electrodes, and $N-1$ columns of $N-1$ cross bonds, the crossing network has the same shape after a quarter turn.

The computed mean of $\ln(G/s)$ is $0.002\pm0.071$, $-0.028\pm0.039$, $0.022\pm0.022$ and $0.025\pm0.030$ for $N=12$, 24, 48 and 96, each with one standard error. The standard deviation of $\ln G$ falls from 1.226 to 0.675, 0.336 and 0.191. This supports the homogeneity assumption for this network. At $N=48$ one standard deviation still means a factor of 1.40 in conductance. This factor belongs to the bond network. In a real film the scatter also depends on the shapes of the domains, on how they touch at corners and on their spatial correlation, so the factor for the device may differ considerably. An individual device of this size need not lie close to $s$. For irregular, spatially correlated domains on a network with $N=48$, the mean logarithm is $0.056\pm0.102$, again consistent with zero. The standard error comes from 150 samples, so the standard deviation of $\ln G$ is about 1.25, a factor of 3.5 in conductance: longer correlations leave fewer independent domains and increase the scatter.

The insulator's power share at $N=48$ is $0.492\pm0.013$. Its rms field should be $(1000)^{1/4}=5.623$ times the applied field. A single bond carries only one component of the field, so for the network the mean square field is inferred from the insulator's power share and the conductance. At $N=96$ this gives 5.547, which checks consistency but is not a separate measurement of the field.

Large contrast makes the composition critical. In the bond network, raising the metallic fraction from 0.50 to 0.52, with the same random numbers, multiplies the typical conductance (the exponential of the mean logarithm) at $N=48$ by 1.53. Duality relates fractions $p$ and $1-p$ through $\langle\ln G\rangle_p+\langle\ln G\rangle_{1-p}=2\ln s$, so a fraction of 0.48 should divide it by about the same factor. If the transition from insulator to metal is spread evenly over a rough 5 K, this change in fraction corresponds to only $0.02\times5=0.1$ K.

The two-dimensional assumption is equally important. Take two layers of the bond network, joined by bonds between them, with every bond independently metallic or insulating with equal probability. For $N=24$ the typical conductance per layer is $5.22$ times $s$. Equal bond strengths describe cubic grains; grains 200 nm wide and 25 nm thick have bonds between the layers 64 times stronger, and the factor is then about 6.7. In three dimensions a conserved current is not described by one scalar stream function, and the exchange of current and field used above is lost.

Three other neglected effects, namely wall barriers, field-assisted conduction and heating, are smaller for the chosen numbers, though their sizes rest on rough inputs. Suppose that the insulator's bands bend by $\Delta=0.1$ eV at a wall, with relative permittivity 30 and mobility 0.5 cm²/Vs. The carrier density is $n=\sigma_i/(e\mu)=2.5\times10^{19}$ cm$^{-3}$, and the depletion width $W=\sqrt{2\varepsilon\Delta/(e^2n)}$ is 3.64 nm. A parabolic barrier adds a resistance equivalent to an insulator length

$$
\ell=W\int_0^1\left(e^{\Delta t^2/k_BT}-1\right)dt=16.4\ {\rm nm}.
$$

Two walls in series with each 200 nm insulating domain divide its effective conductivity by $1+2(16.4)/200=1.164$, and therefore multiply $\sigma_{\rm eff}$ by $1/\sqrt{1.164}=0.927$. This assigns two walls to every insulating domain, although insulating domains that touch have no such barrier between them. These formulas treat the layer as fully depleted. Keeping the carriers that remain in it, with Boltzmann statistics in Poisson's equation, raises $\ell$ to 21.6 nm and lowers the factor from 0.927 to 0.907. Since $W$ is close to the mean carrier spacing $n^{-1/3}\approx3.4$ nm, this continuum estimate gives a size rather than a prediction. Boltzmann statistics also require $n$ to lie well below the effective density of states; the ratio is 0.16 for a carrier mass of three electron masses but 0.8 for the free-electron mass. The estimate assumes that the carriers come from fixed ionized donors; it does not apply if they are thermally excited electron–hole pairs. It also depends exponentially on the assumed bending: at 0.2 eV the depletion formulas multiply $\sigma_{\rm eff}$ by 0.46 (0.44 with Boltzmann statistics), which is no longer a small correction.

A read voltage of 0.1 V applies $1.04\times10^{-4}$ MV/cm, and the rms field in the insulator is $5.86\times10^{-4}$ MV/cm. The Poole–Frenkel barrier lowering, $e\sqrt{eE/(\pi\varepsilon)}$, is then 0.0034 eV, against $k_BT=0.0293$ eV. Using it as an exponential enhancement of $\sigma_i$ multiplies $\sigma_{\rm eff}$ by $\exp[0.0034/(2\times0.0293)]\approx1.06$. The lowering is well below $k_BT$, outside the high-field regime for which this form is intended, so this too is only a rough size. A single rms field also understates the effect, because the field is uneven. If each bond's voltage drop divided by the 200 nm domain length is taken as its local field, the bond network with $N=48$ gives a factor of roughly 1.09, or roughly 1.17 if a high-frequency permittivity of 9 is used instead of 30.

For Joule heating, treat the substrate as a half-space of thermal conductivity $\kappa=30$ W/(m K). With heat flux $q=\sigma_{\rm eff}E_0^2d$, where $d$ is the film thickness, the temperature rise at the centre is $q/(2\pi\kappa)$ times the integral of $1/r$ over the device area, or 0.0062 K if the heat is released uniformly. In the bond network the heat is concentrated in fewer domains, and the hottest one typically warms by 0.01 to 0.02 K, depending on the pattern and on the area assigned to a bond. This counts the substrate only; a film thermal conductivity of 5 W/(m K) together with an interface resistance of $10^{-8}$ m²K/W, both rough values, would about double it. Divided by the 5 K transition width, the uniform value shifts the metallic fraction by 0.0012. Scaling the logarithm of the network's factor 1.53 in proportion gives a conductivity factor of 1.026. Letting each insulating bond switch according to its own local temperature gives about 1.03, or about 1.045 with the film and interface resistances included; the sensitivity to composition, and with it this factor, depends on the domain geometry.

In real vanadium dioxide films, conductivities, domain sizes and transition widths vary with growth and strain; the values here are representative, not measurements of one film. Assumptions that can change the answer greatly include exchange–turn symmetry, which includes equal mean composition, columnar domains, and domain walls of low resistance. Isolated domains, strain-aligned stripes or grains stacked through the thickness can break them, and the cases above move the result by factors from about 5 to 16. Measuring a half-metallic area is therefore insufficient grounds for using the geometric mean in a device model: the derivation also needs a pattern that is exchange–turn symmetric and extends through the film, with walls that add little resistance, and the device must contain enough domains for its scatter to be acceptable. The main computed values are collected in the numerical output.

## Computed values

```
Metal conductivity (rough input): 2000 S/cm
Insulator conductivity (rough input): 2 S/cm
Film thickness, domain size: 50, 200 nm
Device side: 9600 nm; temperature: 340 K
Geometric mean = sigma_eff: 63.25 S/cm
sigma_eff in atomic units: 1.375e-03
Sheet resistance: 3162 ohm per square
Smooth film, G_x*G_y(dual)/s^2: 1.000022
Random network, G*G(dual)/s^2: 1.0000000000
N=12, 300 samples: mean ln(G/s) 0.002 +- 0.071, spread 1.226
N=24, 300 samples: mean ln(G/s) -0.028 +- 0.039, spread 0.675
N=48, 240 samples: mean ln(G/s) 0.022 +- 0.022, spread 0.336
N=96, 40 samples: mean ln(G/s) 0.025 +- 0.030, spread 0.191
Typical G from network, N=48: 64.7 S/cm
One-spread factor in G, N=48: 1.40
Correlated domains, mean ln(G/s): 0.056 +- 0.102
Insulator power share, N=48: 0.492 +- 0.013
Insulator rms field / applied, formula: 5.623
Insulator rms field / applied, N=96: 5.547
Stripes in series: 3.996 S/cm
Stripes in parallel: 1001.0 S/cm
Metal island, half area: 6.48 S/cm
Insulator island, half area: 618.0 S/cm
Last mesh shifts, islands: 0.13, 0.14 %
Island product/s^2, mesh 40,80,160: 1.0115, 1.0046, 1.0018
Metal fraction 0.52: G factor 1.53, ln error 0.018
Two grain layers: G factor 5.22, ln error 0.016
Rough inputs: eps_r 30, mobility 0.5 cm2/Vs, bending 0.1 eV
Insulator carrier density: 2.50e+19 cm^-3
Depletion width: 3.64 nm
Wall barrier as extra insulator: 16.4 nm per wall
Wall barriers, sigma_eff factor: 0.927
Read voltage: 0.1 V; applied field: 1.04e-04 MV/cm
Insulator rms field: 5.86e-04 MV/cm
Poole-Frenkel lowering: 0.0034 eV; kT: 0.0293 eV
Poole-Frenkel, sigma_eff factor: 1.059
Rough inputs: substrate 30 W/(m K), transition 5 K
Joule heating at centre: 0.0062 K
Metal-fraction shift by heating: 0.00123
Heating, sigma_eff factor: 1.026
```
